# How programming one floating-gate cell shifts its neighbour's threshold

**Q.** A floating gate is surrounded by insulator. If I put electrons on one cell and none on the next, why should the next cell's threshold move at all?

**A.** Because its charge is fixed but its potential is not. Electrons on the first gate (the aggressor) lower the potential of the second (the victim) through the capacitance between them. The victim's word line must then be raised further before its channel conducts.

To make this quantitative, take silicon as the zero of potential. Let cell 1 be the victim and cell 2 the aggressor, with floating-gate potentials $V_i$, charges $Q_i$ and word-line voltages $W_i$. Each floating gate has capacitance $C_g$ to its own word line, $C_x$ to the other floating gate, and $C_s$ to silicon and all other conductors, which are held at fixed potentials. Apart from constants set by those potentials,

$$Q_1=C_g(V_1-W_1)+C_x(V_1-V_2)+C_sV_1 .$$

Collecting the terms in $V_1$, and doing the same for cell 2, gives

$$Q_1=C_TV_1-C_xV_2-C_gW_1,\qquad Q_2=C_TV_2-C_xV_1-C_gW_2,$$

$$C_T=C_g+C_x+C_s .$$

The total $C_T$ includes $C_x$. These relations have the same form in atomic units, where charge is counted in units of $e$.

**Q.** And what is "the threshold" here? A current criterion is not a capacitance.

**A.** I assume that the channel responds to the floating gate directly above it. The chosen read current then corresponds to one fixed potential $V^*$ of that gate. The threshold $V_{t,i}$ is the value of $W_i$ at which $V_i=V^*$. This neglects any direct action of the neighbour on the channel, an assumption that will need checking.

**Q.** Then begin with the aggressor. Its threshold shift should already depend on the victim, since the two are coupled.

**A.** Suppose first that the cells have separate word lines, and that the line not being read has the same voltage before and after programming. Write $\delta$ for the difference between the two reads. The aggressor is read at $V_2=V^*$ both times, so $\delta V_2=0$. The victim's charge and word line are unchanged, so its equation gives

$$0=C_T\,\delta V_1-C_x\,\delta V_2=C_T\,\delta V_1\quad\Rightarrow\quad\delta V_1=0 .$$

With both potentials unchanged, the aggressor's equation reduces to $\Delta Q=-C_g\,\delta W_2$, where $\Delta Q$ is the added charge. Hence

$$\Delta V_{t,2}=-\frac{\Delta Q}{C_g}.$$

Electrons have $\Delta Q<0$, so the threshold rises. The coupling has dropped out because the read operation restores the aggressor's gate to the same potential.

**Q.** Now the victim. Which potentials are fixed there?

**A.** The victim is at $V^*$ in both reads, so $\delta V_1=0$. The aggressor's word line is fixed, but its floating gate is free to move:

$$\Delta Q=C_T\,\delta V_2\quad\Rightarrow\quad\delta V_2=\frac{\Delta Q}{C_T}.$$

The victim's charge has not changed, so

$$0=-C_x\,\delta V_2-C_g\,\delta W_1\quad\Rightarrow\quad\Delta V_{t,1}=-\frac{C_x}{C_g}\frac{\Delta Q}{C_T}.$$

Dividing by the aggressor's shift cancels $-\Delta Q/C_g$:

$$\boxed{\frac{\Delta V_{t,1}}{\Delta V_{t,2}}=\frac{C_x}{C_T}}$$

**Q.** You never used weak coupling. Is that condition superfluous?

**A.** For two cells with constant capacitances, yes. As $C_x\to0$ the interference vanishes. In the opposite limit, where $C_x$ dominates $C_T$, the ratio approaches one: at fixed word-line voltages, the two floating gates move almost together when charge is added to one of them. Weak coupling becomes necessary when other cells are present.

**Q.** Before that, many neighbours share a word line. Raising it to read one cell also raises the other. Surely that changes the answer.

**A.** It changes both shifts, so the calculation must be repeated with $W_1=W_2=W$.

When the aggressor is read, $\delta V_2=0$. The victim's fixed charge gives $\delta V_1=C_g\,\delta W/C_T$. Inserting this in the aggressor's equation,

$$\Delta Q=-C_x\,\delta V_1-C_g\,\delta W=-C_g\,\delta W\left(1+\frac{C_x}{C_T}\right),$$

$$\Delta V_{t,2}=-\frac{\Delta Q}{C_g}\frac{C_T}{C_T+C_x}.$$

When the victim is read, $\delta V_1=0$. Its fixed charge gives $\delta V_2=-C_g\,\delta W/C_x$, and therefore

$$\Delta Q=C_T\,\delta V_2-C_g\,\delta W=-C_g\,\delta W\,\frac{C_T+C_x}{C_x},$$

$$\Delta V_{t,1}=-\frac{\Delta Q}{C_g}\frac{C_x}{C_T+C_x}.$$

The common factor cancels, and the ratio is again $C_x/C_T$.

**Q.** Where does "identical" enter? You have one $C_T$, but there are two gates.

**A.** Give the cells different values and repeat the separate-line argument. The aggressor's shift is $-\Delta Q/C_{g2}$, its potential change during the victim's read is $\Delta Q/C_{T2}$, and the victim's shift is $-C_x\Delta Q/(C_{g1}C_{T2})$. Thus

$$\frac{\Delta V_{t,1}}{\Delta V_{t,2}}=\frac{C_x}{C_{T2}}\,\frac{C_{g2}}{C_{g1}} .$$

The total belongs to the aggressor, because its potential is the one that responds to the added charge. The second factor is one only if the control capacitances agree.

**Q.** A transistor channel is not a constant capacitance. At threshold it is just turning on, which is the worst place to linearize.

**A.** For separate word lines, the victim's channel causes no difficulty. Let the silicon-side charge be a nonlinear function $q_s(V_i)$ that increases with $V_i$. The victim is compared at the same $V_1=V^*$ before and after, so $q_s(V_1)$ is the same and drops out.

The aggressor's channel does matter during the victim's read, because $V_2$ moves. One must use

$$C_T=C_g+C_x+C_{\text{other}}+\frac{\delta q_s(V_2)}{\delta V_2},$$

where $C_{\text{other}}$ is the remaining constant part and the last term is the average slope over the actual change. If the pass voltage keeps the aggressor's channel on, this is the on-state capacitance. If the silicon beneath the aggressor is depleted instead, $C_T$ is smaller and the ratio larger. If holes accumulate there, the capacitance returns towards its on-state value. With a shared word line the aggressor's channel state can differ between the two reads, and this simple replacement is not established.

**Q.** Now put the pair into an array. The other floating gates are not held at fixed potentials, and a word line also couples to the rows beside it.

**A.** Collect the constant capacitances in a matrix $K$, with $C_T$ on its diagonal and minus the inter-gate capacitances off it. Let $G=K^{-1}$, and let $b_{jr}$ be the capacitance from floating gate $j$ to word line $r$. When cell $i$ is read on line $r(i)$, the other lines are held fixed. All gate potentials respond to the added charge and to the change of that line:

$$\delta V_i=G_{i2}\,\Delta Q+g_i\,\delta W,\qquad g_i=\sum_jG_{ij}b_{j,r(i)} .$$

The read condition $\delta V_i=0$ gives $\Delta V_{t,i}=-G_{i2}\Delta Q/g_i$. In a periodic array of identical cells every $g_i$ has the same value, so

$$\frac{\Delta V_{t,1}}{\Delta V_{t,2}}=\frac{G_{12}}{G_{22}} .$$

The coupling to adjacent word lines affects both shifts equally and cancels.

**Q.** That is an inverse matrix, not $C_x/C_T$.

**A.** Here weak coupling does its work. Write $K=C_T(1-M)$, where $M_{ij}$ is the inter-gate capacitance divided by $C_T$ and $M_{ii}=0$. If the sum of each row of $M$ is below one, the series

$$G=\frac{1}{C_T}\left(1+M+M^2+\cdots\right)$$

converges. Then $C_TG_{22}=1+(M^2)_{22}+\cdots$ and $C_TG_{12}=M_{12}+(M^2)_{12}+\cdots$. The correction in the denominator multiplies $M_{12}$, so it first matters at third order:

$$\frac{G_{12}}{G_{22}}=M_{12}+(M^2)_{12}+O(M^3).$$

The leading term is $C_x/C_T$. The next one describes a detour through one intermediate cell.

Let $x_b$, $x_w$ and $x_d$ be the values of $C_x/C_T$ for neighbours along the bit line, along the word line and on the diagonal, and neglect more distant couplings. A bit-line neighbour is reached by one word-line step and one diagonal step, on either side and in either order, which makes four detours. The same count holds with $b$ and $w$ exchanged. A diagonal neighbour is reached by one step of each straight kind, in two orders. Hence

$$r_b\simeq x_b+4x_wx_d,\quad r_w\simeq x_w+4x_bx_d,\quad r_d\simeq x_d+2x_bx_w .$$

This was tested on a periodic $7\times7$ array by solving the read conditions. With $C_T$ fixed, the inter-gate capacitances were scaled to 0.04 and then 0.02 of their values in the example below. For all three neighbours the remainder fell by a factor between 7.4 and 8.6, as a third-order remainder should.

**Q.** Give me a device, with the arithmetic.

**A.** Take a planar NAND array with a rough half-pitch of 40 nm. Each floating gate has a 40 nm by 40 nm footprint and is 60 nm tall, over 8 nm of tunnel oxide. The interpoly dielectric is equivalent to 12 nm of oxide, control gates dip between cells along the word line, and isolation trenches separate the silicon strips. The relative permittivity is 3.9 throughout the insulator. A three-dimensional solution of Laplace's equation, with silicon as a conductor, gives in aF

$$C_T=21.17+2(0.890)+13.69+2(1.478)+2(0.445)+4(0.0838)=40.82 .$$

The terms are the cell's own word line, the two adjacent word lines, silicon, and the bit-line, word-line and diagonal neighbours. For a bit-line neighbour,

$$\frac{C_x}{C_T}=\frac{1.478}{40.82}=0.0362 .$$

If the aggressor's threshold rises by 3 V, the victim's rises by about 109 mV, or 0.0040 hartree/$e$. The estimated mesh error of this ratio is 0.9% of its value; for the word-line and diagonal neighbours it is about 3% and 6%. The capacitances themselves are less well converged than their digits suggest: on a finer mesh, with 1.33 nm spacing, $C_T$ is 1.3% lower, and extrapolation to zero spacing gives about 39.8 aF, 2.4% lower. The three ratios then move to about 0.0365, 0.0112 and 0.0021, which raises the bit-line and word-line shifts quoted below by about 1 mV.

**Q.** Could I have used parallel plates for $C_x$?

**A.** For the bit-line neighbour, as a rough estimate. The facing sides give 2.07 aF, which is 40% above the field solution. Nearby control gates and silicon take some of the field lines. On a coarse mesh, where the full geometry gives 1.50 aF, removing the control gates raises the coupling to 2.86 aF, and removing the silicon instead raises it to 2.47 aF. For the word-line neighbour, where a control gate dips between the floating gates, the same plate formula is too high by a factor of nearly five.

**Q.** And how good is the leading term in the array?

**A.** It depends on the neighbour:

| Neighbour | $C_x/C_T$ | Second order | Array read | Shift (mV) |
|---|---:|---:|---:|---:|
| Bit line | 0.0362 | 0.0363 | 0.0364 | 109 |
| Word line | 0.0109 | 0.0112 | 0.0113 | 34 |
| Diagonal | 0.0021 | 0.0028 | 0.0029 | 9 |

The shifts are those of the array read. For the diagonal neighbour the leading term is about 29% below the array value. Its direct coupling is so small that the two-step route, $2x_bx_w\simeq0.0008$, is no longer minor. Weak coupling therefore means that the detours must be small compared with the direct term, not merely that every coupling is small.

**Q.** A cell has several neighbours. Do their effects add?

**A.** In the linear model they do. Suppose one bit-line, two word-line and two diagonal neighbours are programmed after the victim, each with the charge that alone would raise its own threshold by 3 V. The victim then moves by

$$109.1+2(33.8)+2(8.6)\simeq194\ \text{mV}.$$

Only charge added after the victim's last verify belongs in this sum. A later verify and correction of the victim would absorb the earlier shift, provided that the victim can still be raised to its target.

**Q.** Return to your threshold criterion. The aggressor's gate can also act on the victim's channel without passing through the victim's gate.

**A.** To estimate that, take the section of silicon strip beneath the victim's gate, and require a fixed total charge on this section instead of a fixed $V_1$. Let $D_0$ and $D_1$ be the capacitances from that section to the victim's and the aggressor's floating gates. Constant charge on the section requires

$$D_0\,\delta V_1+D_1\,\delta V_2=0\quad\Rightarrow\quad\delta V_1=-\frac{D_1}{D_0}\delta V_2 .$$

The victim's charge equation, $0=C_T\delta V_1-C_x\delta V_2-C_g\delta W_1$, then gives

$$\delta W_1=-\frac{C_x}{C_g}\delta V_2\,(1+\rho),\qquad\rho=\frac{D_1/D_0}{C_x/C_T}.$$

This is a leading-order estimate, with direct word-line action on the section left out. For the bit-line neighbour $\rho=0.14$, which moves 109 mV to about 124 mV. For the word-line neighbour $\rho=1.98$: the direct path is larger than the path through the victim's gate, and the leading 33 mV becomes about 97 mV. The formula fails as a full prediction for that neighbour in this geometry. The same criterion applied in the array also roughly doubles the diagonal shift, from 9 to about 17 mV. The charge on the section includes that on its trench sidewalls, however. If only the top face is counted, $\rho$ for the word-line neighbour falls to roughly 0.2 to 0.5, depending on how the edges are treated, and for the bit-line neighbour to about 0.05. The proper weight of the sidewalls in the read current would require a transport calculation.

**Q.** How does the model stand beside a real memory?

**A.** The dimensions are rough typical ones for planar NAND near this half-pitch, and a ratio of a few percent for the nearest neighbour is of a plausible size. Real devices contain several dielectrics, rounded gates and semiconducting silicon. Among the assumptions whose effect was estimated here, the costliest is control of the channel by its own floating gate alone: in the estimate above, dropping it roughly triples the word-line shift when the sidewall charge is counted in full. The channel state can matter too. For a two-cell model with separate lines, changing the unread line from 6 V to 0 V turns the aggressor's channel off. If the silicon beneath it stayed depleted, with a rough off-to-on capacitance ratio of 0.33, the interference ratio would rise from 0.036 to 0.047. This is an upper estimate, because the negatively charged gate can attract holes to the silicon surface, which raises the capacitance again. The contrast belongs to the two-cell model: in a NAND string the bit-line neighbour is in series with the victim and must stay on during the read, so the on-state value applies. Screening in the polysilicon adds roughly 0.14 nm of equivalent oxide per surface if its electrons are treated as nondegenerate. At the assumed doping of $10^{20}\ \text{cm}^{-3}$ they are degenerate and the screening length is somewhat longer, so the two surfaces together add a few percent to the interpoly thickness.

**Q.** You also assume that the charge stays put and is continuous.

**A.** In the array, 3 V corresponds to 407 electrons, or about 7.4 mV per electron in the aggressor's own threshold. Each of these electrons moves the bit-line victim by only 109 mV/407, about 0.27 mV, so a given stored charge can be treated as continuous when computing the interference. A random spread in the number of electrons is a separate matter: a Poisson spread, about 20 electrons here, would spread the victim's shift by about 5 mV. The stored charge puts the floating gate at $-1.60$ V with the word lines grounded and the other cells uncharged. Across 8 nm this is 2.0 MV/cm, if silicon is treated as a metal with no contact potential to the gate. The fields below use the same simplification; in a real device, contact potentials and band bending in the silicon change them. An uncharged cell with its own line at 6 V and the others grounded has 4.0 MV/cm.

For an ideal 3.1 eV barrier and an electron mass of $0.42\,m_e$ in the oxide, a semiclassical estimate over ten years at constant field gives fewer than $10^{-10}$ electrons lost in the first case and of order 0.01 gained in the second, at room temperature. In a NAND read, however, nearly all word lines are at the pass voltage. Uncharged floating gates then rise together, so the capacitances between them drop out, and each gate reaches

$$6\ \text{V}\times\frac{21.17+2(0.890)}{21.17+2(0.890)+13.69}=3.76\ \text{V}.$$

The field is then 4.7 MV/cm. If it stayed constant, the same estimate would give of order 100 electrons gained in ten years of continuous bias. That many electrons would lower the gate's potential by about 0.4 V, however, and the falling field slows the tunnelling. With this included, the gain is about 30 electrons. For an uncharged cell, ideal-barrier tunnelling is thus negligible during a single read, but not over an unlimited time at the pass voltage. An erased cell is more exposed, because its positive charge adds to the field. If its threshold is 3 V lower, the field is about 6.7 MV/cm and the same estimate gives an initial gain of order one electron per second. That is still negligible in a read lasting tens of microseconds, but it can add up over many reads. These counts depend exponentially on the assumed oxide mass: with $0.50\,m_e$ the ten-year gain at 4.7 MV/cm falls to about one electron and the erased cell's rate to about 0.06 per second. Leakage through oxide traps is not included, so these figures do not predict retention. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
half-pitch 40 nm, gate height 60 nm
tunnel oxide 8 nm, interpoly dielectric 12 nm
relative permittivity of oxide: 3.9
read potential V*: 1.0 V, pass voltage: 6.0 V
total capacitance C_T: 40.82 aF
to own word line: 21.17 aF
to each adjacent word line: 0.890 aF
to silicon: 13.69 aF
C_x along bit line: 1.478 aF
C_x along bit line, parallel plates: 2.072 aF
C_x along word line: 0.445 aF
C_x diagonal: 0.0838 aF
bit line: C_x/C_T = 0.03621, estimated mesh error 0.9 %
bit line: second-order formula 0.03630
bit line: ratio from array read 0.03637
word line: C_x/C_T = 0.01089, estimated mesh error 3.2 %
word line: second-order formula 0.01119
word line: ratio from array read 0.01125
diagonal: C_x/C_T = 0.00205, estimated mesh error 6.0 %
diagonal: second-order formula 0.00284
diagonal: ratio from array read 0.00287
control coupling g in array: 0.534
programmed shift: 3.0 V, electrons added: 407
bit-line neighbour, C_x/C_T law: 108.6 mV
  same in atomic units: 0.00399 hartree/e
bit-line neighbour, array read: 109.1 mV
word-line neighbour, array read: 33.8 mV
diagonal neighbour, array read: 8.6 mV
five later cells (1 b, 2 w, 2 d): 193.8 mV
channel capacitance off/on: 0.330
two-cell ratio, aggressor channel on: 0.03621
two-cell ratio, aggressor channel off: 0.04670
direct gate-to-channel / gate-to-gate, bit line: 0.138
direct gate-to-channel / gate-to-gate, word line: 1.982
threshold step per electron: 7.37 mV
stored-state gate potential: -1.60 V
tunnel-oxide field, stored: 2.00 MV/cm
tunnel-oxide field, uncharged cell at pass: 4.00 MV/cm
electrons lost in 10 years, stored: 2.4e-12
electrons gained in 10 years at pass: 3.7e-03
polysilicon screening, oxide equivalent: 0.14 nm
```
